# Coupling strength for 99 percent peak reflection from a Bragg grating: a program that tests the result

```python
"""
Result under test: a uniform lossless Bragg grating has peak power reflectance
R = tanh(kappa*L)**2, so R = 0.99 needs kappa*L = artanh(sqrt(0.99)).
kappa: field coupling coefficient; L: grating length; delta: detuning of the
mode wavenumber from pi/period; alpha: power loss per length.
Index profile: n(z) = n0 + dn*cos(2*pi*z/period). Lengths are in nm inside
the program. Time factor exp(-i*omega*t).
Independent roads: matrix exponential of the coupled equations, and thin-layer
solution of the full wave equation E'' + (k0*n)**2 E = 0.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

PER_NM_TO_PER_CM = 1e7


def coupled_reflectance(kappa_l, delta_l=0.0):
    """Solve the two coupled equations with no wave entering at the far end."""
    generator = 1j * np.array([[delta_l, kappa_l], [-kappa_l, -delta_l]])
    p = expm(generator)
    return abs(-p[1, 0] / p[1, 1]) ** 2


def detuned_formula(kappa_l, delta_l):
    s = np.sqrt(complex(kappa_l**2 - delta_l**2))
    ratio = 1.0 if abs(s) < 1e-9 else s / np.sinh(s)
    return 1 / (1 + (ratio**2).real / kappa_l**2)


def lossy_formula(kappa_l, alpha_l):
    g = alpha_l / 2
    s = math.hypot(kappa_l, g)
    return (kappa_l * math.sinh(s)
            / (s * math.cosh(s) + g * math.sinh(s))) ** 2


def layer(k, thickness):
    c, s = np.cos(k * thickness), np.sin(k * thickness)
    return np.array([[c, s / k], [-k * s, c]])


def grating_matrix(k0, n0, dn, period, periods, alpha=0.0, slices=200):
    """Carry (E, E') through the grating."""
    h = period / slices
    one = np.eye(2, dtype=complex)
    for j in range(slices):
        n = n0 + dn * math.cos(2 * math.pi * (j + 0.5) / slices)
        one = layer(k0 * n + 0.5j * alpha, h) @ one
    return np.linalg.matrix_power(one, periods)


def wave_reflectance(matrix, k_in, k_out):
    e, de = np.linalg.solve(matrix, np.array([1.0, 1j * k_out]))
    p = de / (1j * k_in * e)
    return abs((1 - p) / (1 + p)) ** 2


# ---- general result
target = 0.99
kl = math.atanh(math.sqrt(target))
kl_root = brentq(lambda x: coupled_reflectance(x) - target, 0.1, 8)
assert abs(kl - kl_root) < 1e-8
kl_estimate = 0.5 * math.log(4 / (1 - target))
assert abs(kl_estimate - kl_root) < 0.005
kl_wrong = math.atanh(target)
r_wrong = coupled_reflectance(kl_wrong)
assert r_wrong < 0.985

# ---- example inputs: rough values for a GaN waveguide in violet light
wavelength, n0, dn = 405.0, 2.5, 0.02
hartree = const.physical_constants["Hartree energy"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
photon_j = const.h * const.c / (wavelength * 1e-9)
c_au = 1 / const.fine_structure
k0 = photon_j / hartree / c_au / bohr_nm
assert abs(k0 * wavelength / (2 * math.pi) - 1) < 1e-7
period = wavelength / (2 * n0)
kappa = k0 * dn / 2
length = kl / kappa
periods = math.ceil(length / period)
built_length = periods * period
built_kl = kappa * built_length
built_r = math.tanh(built_kl) ** 2

# ---- full wave equation at the Bragg wavelength
k_guide = k0 * n0
matrix = grating_matrix(k0, n0, dn, period, periods)
r_wave = wave_reflectance(matrix, k_guide, k_guide)
# neglected terms are of relative order dn/n0, just under one percent
assert abs((1 - r_wave) / (1 - built_r) - 1) < 0.02

# ---- spectrum: position of the peak and detuned formula
detunings = np.linspace(-3, 3, 121)
spectrum = []
for x in detunings:
    k_scan = (math.pi / period + x * kappa) / n0
    m = grating_matrix(k_scan, n0, dn, period, periods)
    spectrum.append(wave_reflectance(m, k_scan * n0, k_scan * n0))
spectrum = np.array(spectrum)
formula = np.array([detuned_formula(built_kl, x * built_kl)
                    for x in detunings])
coupled = np.array([coupled_reflectance(built_kl, x * built_kl)
                    for x in detunings])
peak_at = detunings[np.argmax(spectrum)]
spectrum_error = np.max(abs(spectrum - formula))
assert np.max(abs(coupled - formula)) < 1e-8
assert abs(peak_at) < 0.051          # one step of the scan
# steep band edges magnify small shifts of relative order dn/n0
assert spectrum_error < 0.05

# ---- propagation loss
alpha_cm = 5.0
alpha = alpha_cm / PER_NM_TO_PER_CM
r_loss = lossy_formula(built_kl, alpha * built_length)
assert abs(r_loss - coupled_reflectance(
    built_kl, 0.5j * alpha * built_length)) < 1e-9
m_loss = grating_matrix(k0, n0, dn, period, periods, alpha)
r_loss_wave = wave_reflectance(m_loss, k_guide, k_guide)
assert abs((1 - r_loss_wave) / (1 - r_loss) - 1) < 0.02
alpha_max = kappa * (1 - target) / math.sqrt(target)
r_limit = coupled_reflectance(12.0, 0.5j * 12.0 * alpha_max / kappa)
assert abs(r_limit - target) < 1e-7
kl_loss = brentq(lambda x: coupled_reflectance(
    x, 0.5j * x * alpha / kappa) - target, 1, 10)
assert kl_loss > kl
periods_loss = math.ceil(kl_loss / (kappa * period))

# ---- cleaved rear facet, plane interface to air, all phases
gaps = np.linspace(0, wavelength / (2 * n0), 200, endpoint=False)
r_facet = np.array([wave_reflectance(layer(k_guide, d) @ matrix,
                                     k_guide, k0) for d in gaps])
rho = (n0 - 1) / (n0 + 1)
t_far = (1 - built_r) * (1 - rho**2)
facet_low = 1 - t_far / (1 - math.sqrt(built_r) * rho) ** 2
facet_high = 1 - t_far / (1 + math.sqrt(built_r) * rho) ** 2
assert abs((1 - r_facet.min()) / (1 - facet_low) - 1) < 0.03
assert abs((1 - r_facet.max()) / (1 - facet_high) - 1) < 0.03

# ---- detuning by heat, by a period error, and by polarization
dn_dt, heating = 1e-4, 20.0
delta_heat = k0 * dn_dt * heating
r_heat = coupled_reflectance(built_kl, delta_heat * built_length)
period_error = 0.1
delta_period = k_guide - math.pi / (period + period_error)
r_period = coupled_reflectance(
    kappa * periods * (period + period_error),
    delta_period * periods * (period + period_error))
index_split = 0.04
delta_pol = k0 * index_split
pol_bound = (kappa / delta_pol) ** 2
r_pol = coupled_reflectance(built_kl, delta_pol * built_length)
assert delta_pol > kappa and r_pol <= pol_bound + 1e-12

# ---- output
print(f"Target peak reflectance: {target:.2f}")
print(f"Square root of target: {math.sqrt(target):.6f}")
print(f"Required kappa*L, formula: {kl:.4f}")
print(f"Required kappa*L, root search: {kl_root:.4f}")
print(f"Required kappa*L, exponential estimate: {kl_estimate:.4f}")
print(f"artanh(R), square root forgotten: {kl_wrong:.4f}")
print(f"Reflectance at that wrong value: {r_wrong:.4f}")
print(f"Added kappa*L per tenfold less transmission: {math.log(10)/2:.4f}")
for value in (0.5, 0.9, 0.999):
    needed = brentq(lambda x: coupled_reflectance(x) - value, 0.1, 8)
    print(f"kappa*L for R = {value:g}: {needed:.4f}")
print(f"Speed of light: {c_au:.3f} atomic units")
print(f"Vacuum wavelength: {wavelength:.0f} nm")
print(f"Photon energy: {photon_j / const.e:.4f} eV")
print(f"Mean effective index n0: {n0:.2f}")
print(f"Index modulation amplitude dn: {dn:.3f}")
print(f"Grating period: {period:.2f} nm")
print(f"Coupling coefficient: {kappa * PER_NM_TO_PER_CM:.1f} 1/cm")
print(f"Required length: {length:.0f} nm = {length * 10:.0f} angstrom")
print(f"Required periods before rounding: {length / period:.2f}")
print(f"Whole periods used: {periods}")
print(f"Length of whole periods: {built_length:.0f} nm")
print(f"kappa*L with whole periods: {built_kl:.4f}")
print(f"Peak R, tanh formula, whole periods: {built_r:.5f}")
print(f"R at Bragg wavelength, full wave equation: {r_wave:.5f}")
print(f"Scanned peak position, delta/kappa: {abs(peak_at):.2f} in size")
print(f"Largest R difference over spectrum: {spectrum_error:.4f}")
print(f"Assumed power loss: {alpha_cm:.1f} 1/cm")
print(f"R with loss, coupled modes: {r_loss:.5f}")
print(f"R with loss, full wave equation: {r_loss_wave:.5f}")
print(f"Largest loss allowing target: {alpha_max*PER_NM_TO_PER_CM:.2f} 1/cm")
print(f"kappa*L for target with assumed loss: {kl_loss:.4f}")
print(f"Whole periods for target with loss: {periods_loss}")
print(f"Facet amplitude reflection: {rho:.4f}")
print(f"R with rear facet, worst phase: {r_facet.min():.4f}")
print(f"R with rear facet, best phase: {r_facet.max():.4f}")
print(f"Assumed index change with temperature: {dn_dt:.1e} 1/K")
print(f"Assumed temperature rise: {heating:.0f} K")
print(f"Heating detuning, delta/kappa: {delta_heat / kappa:.3f}")
print(f"R after heating: {r_heat:.5f}")
print(f"Assumed period error: {period_error:.1f} nm")
print(f"Period-error detuning, delta/kappa: {delta_period / kappa:.3f}")
print(f"R with period error: {r_period:.5f}")
print(f"Assumed polarization index difference: {index_split:.2f}")
print(f"Polarization detuning, delta/kappa: {delta_pol / kappa:.2f}")
print(f"Upper bound on R, other polarization, same kappa: {pol_bound:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Target peak reflectance: 0.99
Square root of target: 0.994987
Required kappa*L, formula: 2.9932
Required kappa*L, root search: 2.9932
Required kappa*L, exponential estimate: 2.9957
artanh(R), square root forgotten: 2.6467
Reflectance at that wrong value: 0.9801
Added kappa*L per tenfold less transmission: 1.1513
kappa*L for R = 0.5: 0.8814
kappa*L for R = 0.9: 1.8184
kappa*L for R = 0.999: 4.1468
Speed of light: 137.036 atomic units
Vacuum wavelength: 405 nm
Photon energy: 3.0613 eV
Mean effective index n0: 2.50
Index modulation amplitude dn: 0.020
Grating period: 81.00 nm
Coupling coefficient: 1551.4 1/cm
Required length: 19294 nm = 192936 angstrom
Required periods before rounding: 238.19
Whole periods used: 239
Length of whole periods: 19359 nm
kappa*L with whole periods: 3.0034
Peak R, tanh formula, whole periods: 0.99020
R at Bragg wavelength, full wave equation: 0.99020
Scanned peak position, delta/kappa: 0.00 in size
Largest R difference over spectrum: 0.0074
Assumed power loss: 5.0 1/cm
R with loss, coupled modes: 0.98703
R with loss, full wave equation: 0.98701
Largest loss allowing target: 15.59 1/cm
kappa*L for target with assumed loss: 3.1857
Whole periods for target with loss: 254
Facet amplitude reflection: 0.4286
R with rear facet, worst phase: 0.9757
R with rear facet, best phase: 0.9961
Assumed index change with temperature: 1.0e-04 1/K
Assumed temperature rise: 20 K
Heating detuning, delta/kappa: 0.200
R after heating: 0.98938
Assumed period error: 0.1 nm
Period-error detuning, delta/kappa: 0.308
R with period error: 0.98821
Assumed polarization index difference: 0.04
Polarization detuning, delta/kappa: 4.00
Upper bound on R, other polarization, same kappa: 0.0625
ALL CHECKS PASSED
```
